\section*{The augmentation force in ultrasoft pseudopotentials, in reciprocal and real space}

\section*{Setting}

In an ultrasoft scheme the smooth orbitals $\phi_n$ do not carry the whole valence charge. The missing part is restored by augmentation functions $Q_{ij}$ centred on the atoms, and these move when the atoms move. This problem derives the force due to that motion. Hartree atomic units are used, and potentials are potential energies of an electron.

One atom, at $\mathbf R$, is displaced. Indices $i,j$ label its projectors $\beta_i$, and terms of the other atoms are written out only where needed. The cell has volume $\Omega$ and is repeated periodically. With occupations $f_n$, the electron density is
\begin{equation}
n(\mathbf r)=\sum_n f_n|\phi_n(\mathbf r)|^2+\sum_{ij}\rho_{ij}\,Q_{ij}(\mathbf r-\mathbf R)+(\text{other atoms}),
\end{equation}
\begin{equation}
\rho_{ij}=\sum_n f_n\,p^{n}_{ij},\qquad p^{n}_{ij}=\langle\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle .
\end{equation}
In the cell, $Q_{ij}(\mathbf r-\mathbf R)$ includes the tails of its periodic images. The orbitals obey
\begin{equation}
\langle\phi_m|S|\phi_n\rangle=\delta_{mn},\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|+\dots,\qquad q_{ij}=\int Q_{ij}(\mathbf r)\,d^3r ,
\end{equation}
so that $\int_\Omega n\,d^3r=\sum_n f_n$. The energy is
\begin{equation}
E=\sum_n f_n\langle\phi_n|T|\phi_n\rangle+\sum_{ij}D^0_{ij}\rho_{ij}+\int_\Omega V_{\rm loc}\,n\,d^3r+E_{\rm H}[n]+E_{\rm xc}[n]+E_{\rm ion}+\dots,
\end{equation}
where $T$ is the kinetic energy, $D^0_{ij}$ are the bare nonlocal coefficients, $V_{\rm loc}$ is the local ionic potential, and $E_{\rm ion}$ is the ion--ion energy. The dots in $S$ and $E$ are the projector terms of the other atoms.

Four assumptions are made: the plane-wave basis and the cell are fixed; the occupations are fixed; $\beta_i$ and $Q_{ij}$ move rigidly with the atom; and there is no spin polarization or core density in $E_{\rm xc}$.

\section*{(a) Which part of the force belongs to the moving $Q_{ij}$?}

\emph{Differentiate the self-consistent energy with respect to $\mathbf R$. Isolate the term due to the motion of $Q_{ij}$, and identify the potential that enters it.}

\medskip
\textbf{Solution.} Define
\begin{equation}
V_{\rm eff}(\mathbf r)=V_{\rm loc}(\mathbf r)+\frac{\delta E_{\rm H}}{\delta n(\mathbf r)}+\frac{\delta E_{\rm xc}}{\delta n(\mathbf r)} .
\end{equation}
By definition of the functional derivative, a small change $\delta n$ at fixed $V_{\rm loc}$ changes the last three density-dependent energies by $\int_\Omega V_{\rm eff}\,\delta n\,d^3r$.

First vary $\phi_n^*$ at fixed $\mathbf R$. The density changes both directly and through $\rho_{ij}$:
\begin{equation}
\delta n=f_n\,\delta\phi_n^*\,\phi_n+\sum_{ij}f_n\langle\delta\phi_n|\beta_i\rangle\langle\beta_j|\phi_n\rangle Q_{ij}(\mathbf r-\mathbf R)+\dots
\end{equation}
Hence $\delta E=f_n\langle\delta\phi_n|H|\phi_n\rangle$, with
\begin{equation}
H=T+V_{\rm eff}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|+\dots,\qquad
D_{ij}=D^0_{ij}+\int_\Omega V_{\rm eff}(\mathbf r)\,Q_{ij}(\mathbf r-\mathbf R)\,d^3r .
\end{equation}
The self-consistent orbitals satisfy $H\phi_n=\varepsilon_nS\phi_n$ within the basis.

Now move the atom. The orbitals respond by $\nabla_{\mathbf R}\phi_n$, which lies in the same basis because the plane waves do not move. Their contribution to the energy gradient is
\begin{align}
&\sum_n f_n\big[\langle\nabla_{\mathbf R}\phi_n|H|\phi_n\rangle+\langle\phi_n|H|\nabla_{\mathbf R}\phi_n\rangle\big]\nonumber\\
&\qquad=\sum_n f_n\varepsilon_n\big[\langle\nabla_{\mathbf R}\phi_n|S|\phi_n\rangle+\langle\phi_n|S|\nabla_{\mathbf R}\phi_n\rangle\big]
=-\sum_n f_n\varepsilon_n\langle\phi_n|(\nabla_{\mathbf R}S)|\phi_n\rangle .
\end{align}
The last equality is the derivative of $\langle\phi_n|S|\phi_n\rangle=1$. The unknown orbital response has dropped out. Since a rigid displacement leaves the integral $q_{ij}$ unchanged, $S$ depends on $\mathbf R$ through the projectors alone:
\begin{equation}
\langle\phi_n|(\nabla_{\mathbf R}S)|\phi_n\rangle=\sum_{ij}q_{ij}\nabla_{\mathbf R}p^n_{ij},
\end{equation}
where $\nabla_{\mathbf R}p^n_{ij}$ is taken at fixed orbitals.

What remains is the explicit dependence of $E$ on $\mathbf R$ at fixed orbitals. The density then changes by
\begin{equation}
\nabla_{\mathbf R}n\big|_{\phi}=\sum_{ij}(\nabla_{\mathbf R}\rho_{ij})\,Q_{ij}(\mathbf r-\mathbf R)+\sum_{ij}\rho_{ij}\,\nabla_{\mathbf R}Q_{ij}(\mathbf r-\mathbf R).
\end{equation}
Multiply by $V_{\rm eff}$ and integrate. The first sum combines with $\sum_{ij} D^0_{ij}\nabla_{\mathbf R}\rho_{ij}$ to give $\sum_{ij} D_{ij}\nabla_{\mathbf R}\rho_{ij}$. With the overlap term and the overall minus sign of a force, $\mathbf F=-dE/d\mathbf R=\mathbf F_{\rm aug}+\mathbf F_{\rm proj}+\mathbf F_{\rm ion}$, where
\begin{align}
\mathbf F_{\rm aug}&=-\sum_{ij}\rho_{ij}\int_\Omega V_{\rm eff}(\mathbf r)\,\nabla_{\mathbf R}Q_{ij}(\mathbf r-\mathbf R)\,d^3r, \label{eq:start}\\
\mathbf F_{\rm proj}&=-\sum_n f_n\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})\,\nabla_{\mathbf R}p^n_{ij},\\
\mathbf F_{\rm ion}&=-\int_\Omega n\,\nabla_{\mathbf R}V_{\rm loc}\,d^3r-\nabla_{\mathbf R}E_{\rm ion}.
\end{align}

The potential in $\mathbf F_{\rm aug}$ is the full $V_{\rm eff}$, because displaced augmentation charge changes the Hartree and exchange-correlation energies as well as the energy in the ionic potential. In \eqref{eq:start}, $V_{\rm eff}$ and $\rho_{ij}$ are not differentiated. This is no approximation: the change of $\rho_{ij}$ at fixed orbitals is in $\mathbf F_{\rm proj}$, the explicit change of $V_{\rm loc}$ is in $\mathbf F_{\rm ion}$, and the orbital response has been eliminated. The elimination used the eigenvalue equation with the self-consistent potential, so the result is not the energy derivative if self-consistency is incomplete.

\section*{(b) The reciprocal-space form}

\emph{Write $\mathbf F_{\rm aug}$ as a sum over reciprocal lattice vectors $\mathbf G$, and show that it is real.}

\medskip
\textbf{Solution.} The prefactor depends on the Fourier conventions, which are
\begin{equation}
V_{\rm eff}(\mathbf r)=\sum_{\mathbf G}V_{\rm eff}(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad
Q_{ij}(\mathbf G)=\int Q_{ij}(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{equation}
The second integral runs over all space, for one function centred at the origin, and has no factor $1/\Omega$.

The periodic augmentation function is $\sum_{\mathbf L}Q_{ij}(\mathbf r-\mathbf R-\mathbf L)$, with $\mathbf L$ the lattice vectors. Its Fourier coefficient is
\begin{align}
\frac1\Omega\int_\Omega\sum_{\mathbf L}Q_{ij}(\mathbf r-\mathbf R-\mathbf L)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r
&=\frac1\Omega\int Q_{ij}(\mathbf r-\mathbf R)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r\nonumber\\
&=\frac1\Omega\,e^{-i\mathbf G\cdot\mathbf R}\,Q_{ij}(\mathbf G).
\end{align}
The first step shifts $\mathbf r$ by $\mathbf L$ and uses $e^{-i\mathbf G\cdot\mathbf L}=1$, so the cells join to fill all space. The second substitutes $\mathbf r=\mathbf R+\mathbf t$.

Since $V_{\rm eff}$ is real, it may be replaced by its complex conjugate in the overlap integral:
\begin{align}
\int_\Omega V_{\rm eff}(\mathbf r)\,Q_{ij}(\mathbf r-\mathbf R)\,d^3r
&=\sum_{\mathbf G'\mathbf G}V_{\rm eff}^*(\mathbf G')\,\frac{Q_{ij}(\mathbf G)e^{-i\mathbf G\cdot\mathbf R}}{\Omega}\int_\Omega e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}\,d^3r\nonumber\\
&=\sum_{\mathbf G}V_{\rm eff}^*(\mathbf G)\,Q_{ij}(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R}.
\end{align}
The last integral is $\Omega\,\delta_{\mathbf G\mathbf G'}$, which cancels $1/\Omega$.

At fixed $V_{\rm eff}$ the phase alone depends on $\mathbf R$, and $\nabla_{\mathbf R}e^{-i\mathbf G\cdot\mathbf R}=-i\mathbf G\,e^{-i\mathbf G\cdot\mathbf R}$. The minus sign in \eqref{eq:start} turns $-i\mathbf G$ into $+i\mathbf G$:
\begin{equation}
\boxed{\;\mathbf F_{\rm aug}=\sum_{ij}\rho_{ij}\sum_{\mathbf G}i\mathbf G\,V_{\rm eff}^*(\mathbf G)\,Q_{ij}(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R}\;}
\label{eq:recip}
\end{equation}
If $Q_{ij}(\mathbf G)$ is defined with a factor $1/\Omega$, the right-hand side must be multiplied by $\Omega$.

For the reality of the sum, let
\begin{equation}
A(\mathbf G)=\sum_{ij}\rho_{ij}Q_{ij}(\mathbf G)e^{-i\mathbf G\cdot\mathbf R},
\end{equation}
the transform of $a(\mathbf r)=\sum_{ij}\rho_{ij}Q_{ij}(\mathbf r-\mathbf R)$. The definition of $\rho_{ij}$ gives $\rho_{ij}^*=\rho_{ji}$. Augmentation functions built, with real coefficients, from products $\psi_i^*\psi_j$ of atomic partial waves $\psi_i$ obey $Q_{ij}^*(\mathbf r)=Q_{ji}(\mathbf r)$. Therefore $a^*=\sum_{ij}\rho_{ji}Q_{ji}=a$, and $A(-\mathbf G)=A^*(\mathbf G)$. Likewise $V_{\rm eff}(-\mathbf G)=V_{\rm eff}^*(\mathbf G)$. The terms at $\mathbf G$ and $-\mathbf G$ are complex conjugates, with sum
\begin{equation}
2\,{\rm Re}\big[i\mathbf G\,V_{\rm eff}^*(\mathbf G)A(\mathbf G)\big]=-2\mathbf G\,{\rm Im}\big[V_{\rm eff}^*(\mathbf G)A(\mathbf G)\big].
\label{eq:pair}
\end{equation}
The term $\mathbf G=0$ vanishes, so a constant added to the potential exerts no force.

\section*{(c) Moving the derivative onto the potential}

\emph{Integrate by parts, interpret the result, and check it against the reciprocal sum.}

\medskip
\textbf{Solution.} Because $Q_{ij}$ depends on $\mathbf r-\mathbf R$, $\nabla_{\mathbf R}Q_{ij}(\mathbf r-\mathbf R)=-\nabla Q_{ij}(\mathbf r-\mathbf R)$, where $\nabla$ acts on $\mathbf r$. Equation \eqref{eq:start} becomes
\begin{align}
\mathbf F_{\rm aug}&=+\sum_{ij}\rho_{ij}\int_\Omega V_{\rm eff}\,\nabla Q_{ij}(\mathbf r-\mathbf R)\,d^3r\nonumber\\
&=\sum_{ij}\rho_{ij}\Big[\int_\Omega\nabla\big(V_{\rm eff}Q_{ij}\big)d^3r-\int_\Omega Q_{ij}\nabla V_{\rm eff}\,d^3r\Big].
\end{align}
The first integral is a surface integral over the cell. Its integrand is periodic and the outward normals on opposite faces are opposite, so it vanishes. Thus
\begin{equation}
\boxed{\;\mathbf F_{\rm aug}=-\sum_{ij}\rho_{ij}\int Q_{ij}(\mathbf r-\mathbf R)\,\nabla V_{\rm eff}(\mathbf r)\,d^3r\;}
\label{eq:grad}
\end{equation}
The integral may be taken over all space with one $Q_{ij}$, or over the cell with its periodic images, by the same joining of cells as in (b).

An electron in the potential energy $V_{\rm eff}$ feels the force $-\nabla V_{\rm eff}$. Equation \eqref{eq:grad} adds this force over the charge rigidly attached to the atom. If $V_{\rm eff}$ varies slowly across $Q_{ij}$, expanding its gradient about $\mathbf R$ gives, at leading order,
\begin{equation}
\mathbf F_{\rm aug}\simeq-\Big(\sum_{ij}\rho_{ij}q_{ij}\Big)\nabla V_{\rm eff}(\mathbf R),
\end{equation}
the force on a point carrying the atom's augmentation charge. The next term contains the first moments of $Q_{ij}$ and the second derivatives of $V_{\rm eff}$. The condition of slow variation is restrictive, because $V_{\rm eff}$ includes the potential of the atom's own ion, which can vary on the same scale as $Q_{ij}$. In the model of (d) the leading term gives $0.064$ Ha/bohr along the bond against the exact $0.069$, and adding the first-moment term moves it to $0.086$. The expansion is an aid to interpretation, and \eqref{eq:recip} or \eqref{eq:grad} should be used for computing.

In reciprocal space, $(\nabla V_{\rm eff})(\mathbf G)=i\mathbf G\,V_{\rm eff}(\mathbf G)$, whose conjugate is $-i\mathbf G\,V_{\rm eff}^*(\mathbf G)$. The overlap formula of (b), with $\nabla V_{\rm eff}$ in place of $V_{\rm eff}$, then gives
\begin{equation}
-\sum_{ij}\rho_{ij}\sum_{\mathbf G}\big[-i\mathbf G\,V_{\rm eff}^*(\mathbf G)\big]Q_{ij}(\mathbf G)e^{-i\mathbf G\cdot\mathbf R},
\end{equation}
which is \eqref{eq:recip}. The two forms agree term by term, and so they also agree for a sum truncated to a finite set of $\mathbf G$. That agreement is lost if $\nabla V_{\rm eff}$ is instead approximated by finite differences on a coarse grid.

\section*{(d) A worked model}

\emph{Evaluate the force for two identical model ions with four electrons. Work out one $\pm\mathbf G$ pair by hand, and place $\mathbf F_{\rm aug}$ within the total force.}

\medskip
\textbf{Solution.} The ions are Gaussian charge clouds of charge $2$ and width $0.6$ bohr, in a cubic cell of edge $8$ bohr. They sit at $(0.3,0.2,0.1)$ and $(2.1,1.4,1.0)$ bohr, a distance $2.343$ bohr apart. The orbitals are taken at $\Gamma$ with a cutoff of $4$ Ha, and exchange is treated in the local density approximation without correlation. Each ion has one s projector proportional to $e^{-r^2/2w^2}$ and three p projectors proportional to $x$, $y$ and $z$ times this Gaussian, with $w=0.7$ bohr and each normalized to $\int|\beta_i|^2\,d^3r=1$. Their bare coefficients are $D^0_{ss}=0.4$ and $D^0_{pp}=0.2$ Ha. The augmentation functions are
\begin{equation}
Q_{ij}(\mathbf r)=c_ic_j\,u_iu_j\,\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}},\qquad (u_i)=\Big(1,\frac x\sigma,\frac y\sigma,\frac z\sigma\Big),
\end{equation}
with $\sigma=0.6$ bohr, $c_s^2=q_{ss}=0.5$ and $c_p^2=q_{pp}=0.2$. These are round model parameters and describe no particular element.

A factor $x_\alpha$ in real space becomes $i\,\partial/\partial G_\alpha$ acting on the transform. With $\gamma(\mathbf G)=e^{-\sigma^2G^2/2}$ this gives
\begin{equation}
Q_{ss}=c_s^2\,\gamma,\qquad Q_{s\alpha}=-i\,c_sc_p\,\sigma G_\alpha\,\gamma,\qquad Q_{\alpha\beta}=c_p^2(\delta_{\alpha\beta}-\sigma^2G_\alpha G_\beta)\,\gamma .
\end{equation}

The self-consistent solution has $\rho_{ss}=0.7867$ and diagonal p elements $0.0609$, $0.0296$ and $0.0174$ on atom 1. Its augmentation charge is therefore
\begin{equation}
0.5(0.7867)+0.2(0.0609+0.0296+0.0174)=0.4149 .
\end{equation}
The two atoms are equivalent by inversion, so together they hold $0.830$ electrons. With the $3.170$ in the smooth density this makes $4.000$.

Take the pair $\mathbf G=(\pm g,0,0)$ with $g=2\pi/8=0.7854$ bohr$^{-1}$. The output gives $V_{\rm eff}(g)=-0.030504+0.041985\,i$ Ha and $A(g)=0.360105-0.080271\,i$. Then
\begin{align}
{\rm Im}[V_{\rm eff}^*A]&=(-0.030504)(-0.080271)+(-0.041985)(0.360105)\nonumber\\
&=0.002449-0.015119=-0.012670\ {\rm Ha},
\end{align}
and \eqref{eq:pair} gives an $x$ force of $-2(0.7854)(-0.012670)=+0.0199$ Ha/bohr. Summing all $\mathbf G$ on the grid yields
\begin{equation}
\mathbf F_{\rm aug}=(0.0515,\,0.0363,\,0.0277)\ {\rm Ha/bohr}.
\end{equation}
Its projection on the bond is $0.0688$ Ha/bohr ($3.54$ eV/\AA), directed towards atom 2. The ss, sp and pp elements contribute $0.0587$, $0.0056$ and $0.0045$ Ha/bohr to this projection.

The sum does not converge monotonically. Keeping $|\mathbf G|\le1$, $2$, $3$, $4$ and $6$ bohr$^{-1}$ gives bond forces of $0.0284$, $0.0787$, $0.0676$, $0.0684$ and $0.0688$ Ha/bohr. The Gaussian factor in $Q_{ij}(\mathbf G)$ is $e^{-0.18\times36}\simeq0.0015$ at $6$ bohr$^{-1}$. Each term also contains $V_{\rm eff}(\mathbf G)$, so the convergence depends on the decay of both factors. A narrower $Q_{ij}$ decays more slowly in $\mathbf G$ and can require a larger cutoff.

For the total force on atom 1, the $x$ components are
\begin{equation}
F_x=\underbrace{0.0515}_{\rm aug}\underbrace{-\,0.0491}_{\rm proj}\underbrace{-\,0.2100}_{\rm ion}=-0.2076\ {\rm Ha/bohr}.
\end{equation}
The atoms repel at this distance. The digits belong to the stated basis and cell: a cutoff of $8$ Ha gives $F_x=-0.2067$ Ha/bohr, and a cell of edge $10$ bohr gives $F_x=-0.192$ Ha/bohr with an augmentation part of $0.0475$ Ha/bohr. In this model $\mathbf F_{\rm aug}$ and $\mathbf F_{\rm proj}$ nearly cancel, but they are separate terms, and the derivation gives no general reason for the cancellation.

The numerical check tests both boxed formulas by real-space integration, and the total force against differences of reconverged energies. The largest deviation of a total-force component from the energy differences is $1.2\times10^{-7}$ Ha/bohr. Omitting $\mathbf F_{\rm aug}$ raises it to $0.0515$ Ha/bohr. Replacing $V_{\rm eff}$ in $\mathbf F_{\rm aug}$ by the ionic potential gives a largest deviation of $0.0519$ Ha/bohr, which by this measure is no better than leaving the term out. This confirms, for the model, the conclusion of (a) that the screened potential is required.

\section*{Calculated quantities}
\begin{verbatim}
cell edge: 8.0 bohr; grid points per edge: 25
orbital cutoff: 4.0 Ha; plane waves: 179
ion charge: 2.0 e; ion width: 0.6 bohr
projector width: 0.7 bohr; Q width: 0.6 bohr
q_ss, q_pp: 0.5, 0.2 (dimensionless)
bare D_ss, D_pp: 0.4, 0.2 Ha
atom 1 position (bohr): +0.300000 +0.200000 +0.100000
atom 2 position (bohr): +2.100000 +1.400000 +1.000000
distance: 2.3431 bohr
lowest three eigenvalues (Ha): -0.308920 -0.023158 +0.019512
total energy: 1.24962972 Ha
electrons, total: 4.000000; soft part: 3.170162
rho_ss atom 1: 0.786683 (dimensionless)
rho_s,px rho_s,py rho_s,pz atom 1: -0.022541 -0.018036 -0.014436
rho_pp diagonal atom 1: +0.060895 +0.029615 +0.017378
screened D_ss atom 1: -0.075987 Ha
F_aug, reciprocal sum (Ha/bohr): +0.051525 +0.036260 +0.027735
F_aug, moved Q on grid (Ha/bohr): +0.051525 +0.036260 +0.027735
F_aug, gradient of V (Ha/bohr): +0.051525 +0.036260 +0.027735
largest deviation, moved Q: 3.3e-10 Ha/bohr
largest deviation, grad V: 3.4e-10 Ha/bohr
F_aug along bond, towards atom 2: +0.068806 Ha/bohr
the same in eV/angstrom: +3.5382
ss, sp, pp shares along bond (Ha/bohr): +0.058709 +0.005595 +0.004502
pair G=(+-g,0,0), g: 0.785398 1/bohr
V(+g): -0.030504+0.041985j Ha
sum_ij rho_ij Q_ij(+g) exp(-igX): 0.360105-0.080271j
x force from this pair: +0.019902 Ha/bohr
bond force from |G| <= 1 1/bohr: +0.028419 Ha/bohr
bond force from |G| <= 2 1/bohr: +0.078733 Ha/bohr
bond force from |G| <= 3 1/bohr: +0.067584 Ha/bohr
bond force from |G| <= 4 1/bohr: +0.068449 Ha/bohr
bond force from |G| <= 6 1/bohr: +0.068806 Ha/bohr
bond force from |G| <= 8 1/bohr: +0.068806 Ha/bohr
projector force (Ha/bohr): -0.049120 -0.033548 -0.025429
ionic electrostatic force (Ha/bohr): -0.210027 -0.148220 -0.113558
total force, sum of parts (Ha/bohr): -0.207622 -0.145507 -0.111252
total force, energy differences (Ha/bohr): -0.207622 -0.145507 -0.111252
displacement used: 0.002 bohr
largest total-force error: 1.2e-07 Ha/bohr
error if F_aug is omitted: 0.051525 Ha/bohr
error if V_eff -> ionic potential: 0.051875 Ha/bohr
\end{verbatim}
